\section*{Principal layers in screened KKR and the linear-time recursion for diagonal blocks, part 1}

(Sections cited here and not found follow in the second part.)

\section{A truncation that fails once and works once}

A stack of 24 scattering planes, embedded in a repulsive reference crystal and taken at fixed in-plane wave vector, has diagonal structural Green function elements of size 0.2 to 0.9 bohr$^{-1}$ on the four planes (3, 7, 12, 13) printed by the check. Collect the planes in groups of six, with group boundaries at the edges of the stack, and discard every coupling between groups that are not neighbours. Done on the free-space structure constants of the stack together with 18 embedding planes on each side, this changes the diagonal elements by up to $0.185$ bohr$^{-1}$. Done on the structure constants of a repulsive reference crystal, it changes them by up to $3.75\times10^{-5}$ bohr$^{-1}$, and the matrix that remains is inverted, as far as its diagonal blocks go, in a time proportional to the number of planes. The screened matrix is not block tridiagonal as it stands: its far blocks are exponentially small, and it becomes block tridiagonal by a truncation whose error has to be bounded.

\section{Model and conventions}

Hartree atomic units are used. The energy has $\mathrm{Im}\,E>0$, and $\kappa=\sqrt{2E}$ with $\mathrm{Im}\,\kappa>0$. Non-overlapping spheres of radius $R$ sit on planes with spacing $d$ that share a two-dimensional lattice $\{\mathbf R\}$ of cell area $A$. Each plane carries $m$ channels, (sites per cell)$\times(l_{\max}+1)^2$. Explicit formulas are given for one site per cell, planes stacked without lateral shift, and potentials that act on the $l=0$ part of the wave in each sphere, so $m=1$. Sections 5 to 7 hold for any $m$, except the estimates in terms of the decay factor $\rho$, which rest on Section 4 and are derived for $m=1$.

\paragraph{One site.} An incident wave $j_0(\kappa r)$ produces the scattered wave $-t\,e^{i\kappa r}/r$, which defines $t$. With $u=r\psi$, the outer solution is $u=\sin(\kappa r)/\kappa-t\,e^{i\kappa r}$. For a constant potential $V$ the inner solution is $\sin\mu r$, $\mu=\sqrt{2(E-V)}$, with logarithmic derivative $\Lambda=\mu\cot\mu R$. The condition $u'=\Lambda u$ at $R$ reads $\cos\kappa R-i\kappa t e^{i\kappa R}=\Lambda\sin(\kappa R)/\kappa-\Lambda te^{i\kappa R}$, and collecting the terms in $t$ gives
\begin{equation}
t=e^{-i\kappa R}\,\frac{\Lambda\sin(\kappa R)/\kappa-\cos\kappa R}{\Lambda-i\kappa}.
\end{equation}

\paragraph{Many sites.} A wave that solves the free equation inside a sphere has a spherical average that solves the regular $l=0$ radial equation, so its $s$ part is $j_0(\kappa r)$ times its value at the centre. The wave $-e^{i\kappa r}/r$ sent out from site $j$ therefore arrives at site $i\neq j$ with $j_0$ amplitude $g_{ij}=-e^{i\kappa R_{ij}}/R_{ij}$, and $g_{ii}=0$. Let $G_{ij}$ be the total amplitude incident on $i$ when a unit source $-e^{i\kappa r}/r$ sits at $j$. It is the direct wave plus the waves scattered by every site $l$, each of strength $t_lG_{lj}$:
\begin{equation}
G=g+g\,t\,G. \label{dyson}
\end{equation}

\paragraph{Planes.} Give the sources the Bloch phase $e^{i\mathbf k\cdot\mathbf R}$. Equation \eqref{dyson} keeps its form with plane indices, and $g_{ij}=g_{i-j}$ with
\begin{equation}
g_n=-{\sum_{\mathbf R}}'\,e^{i\mathbf k\cdot\mathbf R}\,\frac{e^{i\kappa s}}{s},\qquad s=\sqrt{|\mathbf R|^2+n^2d^2},
\label{gdef}
\end{equation}
where the prime omits $s=0$. The sum converges because $\mathrm{Im}\,\kappa>0$. Since $(\nabla^2+\kappa^2)e^{i\kappa r}/r=-4\pi\delta(\mathbf r)$, the field of one plane of sources obeys $(\nabla^2+\kappa^2)\psi=4\pi\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\delta(\mathbf r-\mathbf R)$. The right side equals $(4\pi/A)\,\delta(x_3)\sum_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r_\parallel}$, its Fourier series over the reciprocal lattice, with $x_3$ the normal coordinate. Each component obeys $f''+K_{\mathbf G}^2f=(4\pi/A)\delta(x_3)$, with $K_{\mathbf G}=\sqrt{\kappa^2-|\mathbf k+\mathbf G|^2}$, $\mathrm{Im}\,K_{\mathbf G}>0$. The decaying solution $f=A_{\mathbf G}e^{iK_{\mathbf G}|x_3|}$ has a slope jump $2iK_{\mathbf G}A_{\mathbf G}=4\pi/A$. At $\mathbf r_\parallel=0$, $x_3=nd$,
\begin{equation}
g_n=\sum_{\mathbf G}A_{\mathbf G}\,q_{\mathbf G}^{|n|}\quad(n\neq0),\qquad A_{\mathbf G}=-\frac{2\pi i}{AK_{\mathbf G}},\qquad q_{\mathbf G}=e^{iK_{\mathbf G}d}.
\label{gpw}
\end{equation}
A channel with $|\mathbf k+\mathbf G|^2<2\,\mathrm{Re}\,E$ is open: its $|q|$ tends to 1 as $\mathrm{Im}\,E\to0$, and $g_n$ is long-ranged.

\paragraph{Parameters of the example.} The lattice is simple cubic with $a=d=4$ bohr and $R=2$ bohr; $E=0.15+0.02i$ Ha ($4.08+0.54i$ eV); $\mathbf k=(0.1571,0.0785)$ bohr$^{-1}$. The reference barrier $V^r=2$ Ha has $t^r=0.9429-1.0438i$ bohr; wells A ($-0.1$ Ha) and B ($-0.3$ Ha) have $t_A=-0.4800-0.1089i$ and $t_B=-0.9623-1.2594i$ bohr. The channel $\mathbf G=0$ is open, with $K_0=0.5202+0.0384i$ bohr$^{-1}$, $A_0=-0.0555-0.7508i$ bohr$^{-1}$, $q_0=-0.4187+0.7483i$, $|q_0|=0.8575$. The product $A_0q_0=0.5850+0.2728i$ is within $0.004$ of $g_1=0.5814+0.2726i$ bohr$^{-1}$; by \eqref{gpw} the difference is the sum of the closed channels.

\section{The screened matrix}

The reference system is the infinite crystal with $t^r$ on every site, $(1-gt^r)G^r=g$. The real system differs from it on planes $1,\dots,N$, where $\Delta t=t-t^r$. Writing $t=t^r+\Delta t$ in \eqref{dyson} gives $(1-gt^r)G=g+g\,\Delta t\,G$. Multiplying from the left by $(1-gt^r)^{-1}$ turns each leading $g$ into $G^r$:
\begin{equation}
G=G^r+G^r\Delta t\,G. \label{dyson2}
\end{equation}
Because $\Delta t$ vanishes outside the $N$ planes, \eqref{dyson2} closes on them. Assume each $\Delta t_i$ invertible and define
\begin{equation}
M=\Delta t^{-1}-G^r,\qquad \tau=\Delta t+\Delta t\,G\,\Delta t .
\end{equation}
Multiplying out and using \eqref{dyson2} in the last step,
\begin{equation}
M\tau=1+G\Delta t-G^r\Delta t-G^r\Delta t\,G\Delta t=1+(G-G^r-G^r\Delta t\,G)\Delta t=1 .
\end{equation}
Hence $\tau=M^{-1}$ and $G=\Delta t^{-1}\tau\Delta t^{-1}-\Delta t^{-1}$. As $\Delta t$ is diagonal in the plane index, $G_{ii}$ needs $\tau_{ii}$ alone. Outside the stack the medium is the reference crystal; vacuum next to a slab is approximated by empty planes, $t=0$, $\Delta t=-t^r$. With an open channel the reference crystal behind $n$ empty planes reflects the wave, and the echo returns with a relative size of order $|q_0|^{2n}$. For the six empty planes of the example this is $0.16$, so that stack is a slab in a cavity with reflecting walls and not a slab in vacuum.

\section{Decay of the screened constants}

Let $g(z)=\sum_ng_nz^n$; on the unit circle $z=e^{i\theta}$, with $\theta$ the Bloch phase per plane. Two geometric series give
\begin{equation}
\sum_nq^{|n|}z^n=\frac1{1-qz}+\frac{q/z}{1-q/z}=\frac{1-q^2}{(1-qz)(1-q/z)}=\frac{1-q^2}{1+q^2-2qw},
\end{equation}
with $w=(z+1/z)/2$. Removing the $n=0$ term, to which \eqref{gpw} does not apply, and adding $g_0$,
\begin{equation}
g(z)=g_0+\sum_{\mathbf G}A_{\mathbf G}\left[\frac{1-q_{\mathbf G}^2}{1+q_{\mathbf G}^2-2q_{\mathbf G}w}-1\right].
\label{symbol}
\end{equation}
For large $|\mathbf G|$ the bracket is of order $2q_{\mathbf G}w$ with $|q_{\mathbf G}|\sim e^{-|\mathbf G|d}$, so the sum continues $g(z)$ to $0<|z|<\infty$ with poles at $q_{\mathbf G}$ and $1/q_{\mathbf G}$. A product of matrices that depend on $i-j$ is a convolution, so the generating functions multiply:
\begin{equation}
G^r(z)=\frac{g(z)}{1-t^rg(z)}=-\frac1{t^r}+\frac{1}{(t^r)^2}\,\frac1{1/t^r-g(z)} .
\label{Grz}
\end{equation}
The second form follows by bringing it to the denominator $t^r(1-t^rg)$, where the numerator is $-(1-t^rg)+1=t^rg$. At a pole of $g$ the last fraction vanishes: the free poles, among them the slow one at $q_0$, are absent from $G^r(z)$. Its poles are the roots of $1/t^r=g(z)$. A root with $|z|=1$ would give amplitudes $c=gt^rc$, a Bloch eigenstate of the self-adjoint reference Hamiltonian, whose energy is real; for $\mathrm{Im}\,E>0$ there is none.

Since $G^r(z)$ depends on $w$, $G^r_n=G^r_{-n}=\oint z^{\,n-1}G^r(z)\,dz/(2\pi i)$ over the unit circle. Let $z_0$ be the root of largest modulus inside it, assumed simple and alone at that modulus, and shrink the contour to a radius $r$ between $|z_0|$ and the next root. Near $z_0$, $1/t^r-g\simeq-g'(z_0)(z-z_0)$, and the remaining integral is at most $r^n\max_{|z|=r}|G^r|$:
\begin{equation}
G^r_n=-\frac{z_0^{\,n-1}}{(t^r)^2g'(z_0)}+O(r^n),\qquad \frac{G^r_{n+1}}{G^r_n}\to z_0,\qquad \rho\equiv|z_0| .
\label{decay}
\end{equation}
At real $E$ a real root $w=\cos\theta\in[-1,1]$ is a band state of the reference crystal at this $\mathbf k$. Screening is strong when $w$ lies far from that interval, $\rho\simeq1/(2|w|)$ for large $|w|$, and it is lost as $E$ approaches a reference band edge, where the root reaches that interval and $\rho\to1$. In the present model that edge is not set by the barrier height. The free wave $e^{i\mathbf k\cdot\mathbf r_\parallel}\sin(\pi x_3/d)$ vanishes at every site, so its $s$ part is zero in every sphere and it is an eigenstate of the reference for any $V^r$, with $w=-1$ and $E=[(\pi/d)^2+k^2]/2=0.324$ Ha for the example; at real $E$ the root approaches $-1$ from below as $E$ rises to this value. The negative $w$ and the value of $\rho$ found next therefore belong to the $l=0$ model; a barrier acting on all $l$ would scatter this wave, and its decay factor has to be computed separately.

A starting value for the root comes from dropping the small brackets of the closed channels in \eqref{symbol}: with $C=1/t^r-g_0+A_0$ the condition is $C=A_0(1-q_0^2)/(1+q_0^2-2q_0w)$, so $w=[1+q_0^2-A_0(1-q_0^2)/C]/(2q_0)=-2.637+0.212i$. Newton iteration on the full expression gives $w_0=-2.5177+0.1915i$, and the root of $z^2-2w_0z+1=0$ inside the circle is $z_0=-0.205636-0.017028i$, $\rho=0.2063$. Dense solution of \eqref{dyson} in a thick reference slab, with $g_n$ from the real-space sums \eqref{gdef}, gives $G^r_8/G^r_7=-0.205636-0.017028i$; this agreement is tested, and it identifies $z_0$ as the dominant pole. Since $z_0$ lies within $0.083$ rad of the negative real axis, each step from $n=1$ on turns the phase of $G^r_n$ by nearly $\pi$; the real and imaginary parts alternate in sign for $n=1,\dots,7$. The decay length is $-d/\ln\rho=4/1.578=2.53$ bohr ($1.34$ \AA), against $-d/\ln|q_0|=26.0$ bohr for $g_n$. The first ratios are not yet asymptotic: $|G^r_n|=0.7957,\ 0.2875,\ 0.0557,\ 0.01154$ bohr$^{-1}$ for $n=0,\dots,3$ fall by factors $0.36$, $0.19$, $0.21$.

\section{Principal layers and the truncation error}

Group $p$ consecutive planes into a principal layer, $P=N/p$ layers with blocks of size $b=pm$. Plane $i=(I-1)p+\alpha$, $\alpha=1,\dots,p$, belongs to layer $I$. For $j=(J-1)p+\beta$ the separation is $j-i=(J-I)p+\beta-\alpha$ with $|\beta-\alpha|\le p-1$. If $J-I\ge2$ then $j-i\ge2p-(p-1)=p+1$; if $J-I=1$ then $1\le j-i\le2p-1$. A matrix with $G^r_n=0$ for $|n|>p$ is therefore exactly block tridiagonal. For the true $G^r$, define $\tilde M$ by keeping
\begin{equation}
D_I=M_{II},\qquad U_I=M_{I,I+1},\qquad L_I=M_{I+1,I},
\end{equation}
in full and setting all other blocks to zero. Every coupling with $|n|\le p$ is kept, and some up to $2p-1$. The dropped part $\Delta=M-\tilde M$ contains elements $-G^r_n$ with $|n|\ge p+1$, each $n$ at most once per row and column, so the row and column sums of $\|\Delta_{ij}\|$ are at most
\begin{equation}
\varepsilon=\sum_{|n|>p}\|G^r_n\|\simeq\frac{2|G^r_{p+1}|}{1-\rho},
\end{equation}
where the last form is the geometric sum of \eqref{decay}. All norms are spectral norms. The Cauchy--Schwarz inequality gives $\|(\Delta x)_i\|^2\le\big(\sum_j\|\Delta_{ij}\|\big)\big(\sum_j\|\Delta_{ij}\|\,\|x_j\|^2\big)$; bounding the first factor by $\varepsilon$, summing over $i$ and using the column sums yields $\|\Delta\|\le\varepsilon$. With $\tilde\tau=\tilde M^{-1}$, the identity $\tau-\tilde\tau=\tilde\tau(\tilde M-M)\tau=-\tilde\tau\Delta\tau$ and $\|\tau\|\le\|\tilde\tau\|+\delta$, $\delta=\|\tau-\tilde\tau\|$, give $\delta\le\|\tilde\tau\|\varepsilon(\|\tilde\tau\|+\delta)$. Solving for $\delta$,
\begin{equation}
\|\tau-\tilde\tau\|\le\frac{\|\tilde\tau\|^2\varepsilon}{1-\|\tilde\tau\|\varepsilon}\qquad\text{if }\|\tilde\tau\|\varepsilon<1 .
\label{bound}
\end{equation}
Once $\|\tilde\tau\|\varepsilon\ll1$ and $\|\tilde\tau\|$ no longer changes appreciably with $p$, the bound falls as $\rho^{p+1}$. At fixed $p$, $\varepsilon$ has a limit independent of $N$.

The screened constants $G^r_n$ decay exponentially with plane separation, and the error of truncating $M$ to the block tridiagonal $\tilde M$ is bounded by \eqref{bound} when $\|\tilde\tau\|\varepsilon<1$. It remains to compute the diagonal blocks of $\tilde\tau=\tilde M^{-1}$ in a time proportional to the number of planes, and to test the truncation on the example.
